# Barrett's permittivity formula from a mean-field lattice of quantum anharmonic oscillators

In a quantum paraelectric the permittivity rises on cooling as though a ferroelectric transition were near, but then levels off. This problem derives a formula for that behaviour from a lattice of anharmonic cells and examines the frequency that enters it.

Each cell $i$ has one local polar coordinate $u_i$, with momentum $p_i$, mass $m$, effective charge $q$ and volume $v$. The Hamiltonian is

$$H=\sum_i\left[\frac{p_i^2}{2m}+\frac a2u_i^2+\frac b4u_i^4-qEu_i\right]-\frac12\sum_{i\ne j}J_{ij}u_iu_j ,$$

with $a,b>0$ and $J_0=\sum_jJ_{ij}$ the same for every cell. $E$ is the macroscopic field, and the local-field part of the dipole interaction is included in $J_0$. Hartree atomic units are used, so $\hbar=1$; Boltzmann's constant $k_B$ is kept so that $T$ can be in kelvin. All susceptibilities are static and isothermal, in the paraelectric phase.

## (a) From the lattice to one cell

**Treat the coupling in mean field and express the permittivity through the response of a single cell.**

Write $u_i=\bar u+\delta u_i$, where $\bar u=\langle u_i\rangle$ is uniform. Then

$$u_iu_j=\bar u u_i+\bar u u_j-\bar u^2+\delta u_i\,\delta u_j .$$

Mean field drops the last term. The first two contribute equally to the double sum, which cancels the factor $\tfrac12$, so the coupling becomes $-J_0\bar u\sum_iu_i$ plus a constant. Each cell is now independent and feels the force

$$f=qE+J_0\bar u .$$

For $N$ cells with $J_{ij}=J_0/N$, the dropped term is essentially $-(J_0/2N)(\sum_i\delta u_i)^2$. Away from the transition the sum fluctuates as $\sqrt N$, so this term is of order one while the total energy is of order $N$. Mean field is therefore justified for long-range coupling of this kind; for short-range coupling it is an approximation, examined in part (h).

Define the stiffness $K(T)$ of a single cell by $f=K\bar u$ for small $f$. Then

$$K\bar u=qE+J_0\bar u\quad\Rightarrow\quad \bar u=\frac{qE}{K-J_0}.$$

The polarization of the cells is $P=q\bar u/v$. With a constant background $\varepsilon_b$ from all other degrees of freedom, and $\varepsilon=\varepsilon_b+4\pi P/E$ in atomic units,

$$\varepsilon=\varepsilon_b+\frac{4\pi q^2}{v}\,\frac1{K(T)-J_0}.\tag{1}$$

The paraelectric phase is stable while $K>J_0$. All the temperature dependence lies in $K$.

## (b) The stiffness of a weakly anharmonic cell

**Find $K(T)$ to first order in $b$.**

The cell Hamiltonian is $h=p^2/2m+au^2/2+bu^4/4-fu$. Its equation of motion for the momentum is

$$\dot p=i[h,p]=-(au+bu^3-f).$$

The thermal density matrix commutes with $h$, so $\langle[h,p]\rangle=0$ and the mean force vanishes:

$$a\bar u+b\langle u^3\rangle=f.\tag{2}$$

This holds for any $b$. Since $\langle u^3\rangle$ is already multiplied by $b$, a first-order result needs it only at $b=0$. There the potential is

$$\frac a2u^2-fu=\frac a2\left(u-\frac fa\right)^2-\frac{f^2}{2a},$$

a harmonic oscillator displaced by $f/a$, with unchanged frequency $\Omega_0=\sqrt{a/m}$. Put $u=f/a+\delta$. By reflection symmetry about the new centre, $\langle\delta\rangle=\langle\delta^3\rangle=0$, and hence

$$\langle u^3\rangle=\left(\frac fa\right)^3+3\sigma\,\frac fa,\qquad \sigma=\langle\delta^2\rangle .$$

In a harmonic oscillator the mean potential energy is half the total, so $\tfrac12a\sigma=\tfrac12\Omega_0(n+\tfrac12)$ with $n=1/(e^{\Omega_0/k_BT}-1)$. Because $n+\tfrac12=\tfrac12\coth(\Omega_0/2k_BT)$ and $a=m\Omega_0^2$,

$$\sigma(T)=\frac1{2m\Omega_0}\coth\frac{\Omega_0}{2k_BT}.\tag{3}$$

Inserting $\langle u^3\rangle$ in (2) and keeping terms linear in $f$ gives

$$\bar u=\frac fa\left(1-\frac{3b\sigma}{a}\right)+O(b^2),$$

and the inverse ratio is

$$K=\frac f{\bar u}=a+3b\sigma(T)+O(b^2).\tag{4}$$

A fluctuating coordinate samples the steeper parts of the quartic well, which makes the cell stiffer. Zero-point motion does this even at $T=0$. The expansion requires $3b\sigma\ll a$. Compared with diagonalization of the anharmonic cell, the remainder in (4) falls by factors of 3.95 to 3.99 when a small $b$ is halved, at four temperatures from 5 to 300 K, as a second-order remainder should.

## (c) The permittivity formula

**Combine the results, and state what has been assumed about the frequency.**

Define $k_BT_1=\Omega_0$. The prefactor in (3) is

$$\frac1{2m\Omega_0}=\frac{\Omega_0}{2m\Omega_0^2}=\frac{k_BT_1}{2a}.$$

Therefore

$$K-J_0=\frac{3bk_B}{a}\left[\frac{T_1}2\coth\frac{T_1}{2T}-\frac{a(J_0-a)}{3bk_B}\right].$$

Substitution in (1) gives Barrett's formula,

$$\boxed{\varepsilon=\varepsilon_b+\frac{C}{\dfrac{T_1}2\coth\dfrac{T_1}{2T}-T_0}}\tag{5}$$

$$T_1=\frac{1}{k_B}\sqrt{\frac am},\qquad T_0=\frac{a(J_0-a)}{3bk_B},\qquad C=\frac{4\pi q^2a}{3bk_Bv}.$$

The approximation that fixes the effective frequency is this: **the fluctuation $\langle u^2\rangle$ is evaluated with a temperature-independent single-cell frequency.** Anharmonicity acts on the mean displacement through $3b\sigma$, but its effect on the frequency inside $\sigma$ is dropped. Strict first order in $b$ selects $\Omega_0$.

Smallness of $3b\sigma/a$ does not by itself make $\varepsilon$ accurate. An error $R$ in $K$ produces a relative error of about $R/(K-J_0)$ in the susceptibility, and $K-J_0$ is a small difference of two larger numbers. One therefore also needs $|R|\ll K-J_0$, which fails close enough to the transition.

## (d) Limits and the condition for a transition

**Find the high- and low-temperature forms, and decide when the permittivity diverges.**

Let $\Theta(T)=(T_1/2)\coth(T_1/2T)$. For $T\gg T_1/2$, the expansion $\coth x=1/x+x/3+\dots$ gives

$$\Theta=T+\frac{T_1^2}{12T}+\dots$$

The leading term yields the Curie–Weiss law $\varepsilon-\varepsilon_b\simeq C/(T-T_0)$, provided $T-T_0$ is also much larger than the correction $T_1^2/12T$. In this range $\sigma\simeq k_BT/a$, so weak anharmonicity also demands $k_BT\ll a^2/3b$. The Curie–Weiss range thus has an upper limit as well as a lower one.

For $T\ll T_1$, $\coth x=1+2e^{-2x}+\dots$ gives

$$\Theta=\frac{T_1}2+T_1e^{-T_1/T}+\dots\tag{6}$$

Zero-point motion acts like a residual temperature $T_1/2$. If $T_0<T_1/2$, the permittivity saturates at $\varepsilon_b+C/(T_1/2-T_0)$. When in addition $T_0>0$, so that $J_0>a$, the classical law would have diverged at $T_0$: this is the quantum paraelectric.

$\Theta$ increases steadily with $T$ from $T_1/2$. It can therefore equal $T_0$ at a positive temperature if and only if $T_0>T_1/2$. Then $\tanh(T_1/2T_c)=T_1/2T_0$, or

$$T_c=\frac{T_1}{2\,\mathrm{artanh}(T_1/2T_0)}.\tag{7}$$

## (e) The cost of freezing the frequency

**Let the frequency respond to the fluctuations. How does this change the low-temperature rise of $K$?**

At $\bar u=0$, replace the cubic force $-bu^3$ by the linear force $-3b\sigma u$, the Gaussian closure. The cell is then harmonic with a frequency $\Omega(T)$ that must reproduce its own fluctuation:

$$K=m\Omega^2=a+3b\sigma(K,T),\qquad \sigma(K,T)=\frac1{2m\Omega}\coth\frac{\Omega}{2k_BT}.\tag{8}$$

This $K$ is also the static stiffness in the closure: by symmetry a small displacement changes $\sigma$ only at order $\bar u^2$, so (2) gives $(a+3b\sigma)\bar u=f$.

Let $K_0$, $\Omega_*$ and $\sigma_0$ be the zero-temperature solution. Since $\sigma(K,0)=1/(2\sqrt{mK})$,

$$\left.\frac{\partial\sigma}{\partial K}\right|_{T=0}=-\frac{\sigma_0}{2K_0}.$$

At fixed $K_0$, heating adds $2\sigma_0e^{-\Omega_*/k_BT}$ to $\sigma$. With $\delta K=K(T)-K_0$, the leading change obeys

$$\delta K=3b\left[2\sigma_0e^{-\Omega_*/k_BT}-\frac{\sigma_0}{2K_0}\delta K\right].$$

Collecting $\delta K$ and defining $g=3b\sigma_0/K_0$,

$$\delta K=\frac{6b\sigma_0}{1+g/2}\,e^{-\Omega_*/k_BT}.\tag{9}$$

The neglected terms contain a second exponentially small factor. Freezing the frequency at $\Omega_*$ thus keeps the plateau and the exponent of this theory, but makes the amplitude of the thermal rise too large by the factor $1+g/2$. The reason is a negative feedback: a stiffer cell fluctuates less.

For $b=0.02$ Ha/bohr$^4$, with $a$ and $m$ as in part (g), $g=0.207$. The frozen amplitude is $3.340\times10^{-3}$ and the self-consistent one $3.026\times10^{-3}$ Ha/bohr$^2$. Their ratio is 1.104, in agreement with $1+g/2=1.103$ to the accuracy of the test. This factor is the cost of freezing within the Gaussian closure only. The diagonalized cell, by (10) below, has amplitude $2.49\times10^{-3}$ Ha/bohr$^2$ with nearly the same exponent (gap 141.3 K against $\Omega_*/k_B=141.8$ K), so the closure itself still overestimates the rise by about 22%.

Equation (9) still has the leading low-temperature form of Barrett's formula. With $k_BT_1'=\Omega_*$ and $\sigma_0=k_BT_1'/2K_0$, one may write

$$K-J_0\simeq A\left[\frac{T_1'}2\coth\frac{T_1'}{2T}-T_0'\right],\qquad A=\frac{3bk_B}{K_0(1+g/2)},$$

where $T_0'=T_1'/2-(K_0-J_0)/A$ fixes the plateau. Constants fitted at low temperature therefore need not equal the first-order constants in (5).

## (f) Strong anharmonicity at low temperature

**Without assuming small $b$, find the leading thermal change of $K$ from the energy levels of one cell.**

By parity, a level in a weak static force has no linear shift: $E_n(f)=E_n-\tfrac12\alpha_nf^2+\dots$, where $\alpha_n$ is its polarizability. The free energy is $F=-k_BT\ln\sum_ne^{-E_n(f)/k_BT}$. Differentiating twice at $f=0$, where each $\partial E_n/\partial f$ vanishes, gives

$$\frac1K=-\frac{\partial^2F}{\partial f^2}=\sum_np_n\alpha_n,\qquad p_n=\frac{e^{-E_n/k_BT}}{\sum_ke^{-E_k/k_BT}}.$$

Let $\Delta=E_1-E_0$. At low temperature $p_1\simeq e^{-\Delta/k_BT}$ and $p_0\simeq1-p_1$, so

$$\frac1K\simeq\alpha_0-(\alpha_0-\alpha_1)e^{-\Delta/k_BT}.$$

Inverting to first order in the exponential,

$$K(T)\simeq\frac1{\alpha_0}+\frac{\alpha_0-\alpha_1}{\alpha_0^2}\,e^{-\Delta/k_BT}.\tag{10}$$

Provided $\alpha_0\ne\alpha_1$, the form "constant plus one exponential" survives for any $b>0$ within mean field. Its constants do not. For $b=0.001$ the amplitude is $1.81\times10^{-4}$ Ha/bohr$^2$, against the first-order value $1.88\times10^{-4}$. For $b=0.2$ it is $1.14\times10^{-2}$, while first order gives $3.75\times10^{-2}$, more than three times as much. The gap $\Delta/k_B$ rises from 127 K to 205 K between these two cases.

## (g) A numerical case, and the soft mode

**Take $m=40000\,m_e$, $a=0.0064$ and $J_0=0.006475$ Ha/bohr$^2$, $b=0.001$ Ha/bohr$^4$, $q=2e$, $v=400$ bohr$^3$ and $\varepsilon_b=5$. Evaluate (5), judge its error, and compare $T_1$ with the soft-mode energy.**

These are round model parameters, not those of a particular material. The single-cell energy is

$$\Omega_0=\sqrt{0.0064/40000}=4.00\times10^{-4}\ \text{Ha}=10.9\ \text{meV}.$$

With $k_B=3.1668\times10^{-6}$ Ha/K,

$$T_1=\frac{4.00\times10^{-4}}{3.1668\times10^{-6}}=126.3\ \text{K},$$

$$T_0=\frac{0.0064\times7.5\times10^{-5}}{3\times0.001\times3.1668\times10^{-6}}=50.5\ \text{K},$$

$$C=\frac{4\pi\times4\times0.0064}{3\times0.001\times3.1668\times10^{-6}\times400}=8.47\times10^4\ \text{K}.$$

Since $0<T_0<T_1/2=63.2$ K, this is a quantum paraelectric. Its plateau is $5+84654/(63.155-50.524)\simeq6707$.

The permittivities below compare (5), the Gaussian closure (8), and diagonalization of the single cell. The last still treats the coupling between cells in mean field.

| $T$ (K) | Barrett | Gaussian | diagonalized cell |
|---:|---:|---:|---:|
| 5 | 6707 | 6957 | 7070 |
| 50 | 3591 | 3728 | 3795 |
| 100 | 1361 | 1418 | 1450 |
| 300 | 338 | 365 | 380 |

Relative to the diagonalized cell, Barrett's formula is low by 5% at 5 K and by 11% at 300 K. At $T=0$ it gives $K-J_0=1.875\times10^{-5}$ instead of $1.779\times10^{-5}$ Ha/bohr$^2$. The difference, about $10^{-6}$, is only 0.015% of $K$ but 5% of $K-J_0$: this is the amplification described in part (c). The expansion parameter $3b\sigma/a$ is 0.015 at $T=0$ and, from (3), about 0.07 at 300 K, so the expansion itself worsens on heating. Letting the frequency respond removes part of the error at each temperature shown.

If $J_0$ is raised to 0.00652 Ha/bohr$^2$, $T_0=80.8$ K exceeds $T_1/2$. Equation (7) gives

$$T_c=\frac{63.155}{\mathrm{artanh}(63.155/80.838)}\ \text{K}=60.2\ \text{K}.$$

The diagonalized cell gives 62.7 K, so the formula is 4% low.

For the soft mode, let $\bar u$ depend on time. In the Gaussian closure, to linear order and with $E=0$,

$$m\ddot{\bar u}=-K\bar u+J_0\bar u\quad\Rightarrow\quad \omega_s^2=\frac{K-J_0}m .\tag{11}$$

With the diagonalized-cell stiffness at $T=0$,

$$\omega_s=\sqrt{\frac{1.779\times10^{-5}}{40000}}=2.11\times10^{-5}\ \text{Ha}=0.574\ \text{meV},$$

or 6.7 K. The pole of the dynamic mean-field response agrees within the 1% tolerance of the test. Thus $T_1=126$ K does not measure the soft-mode energy. It measures the harmonic energy of a cell whose neighbours are held at their mean position (the gap of the anharmonic cell is 127 K). The coupling nearly cancels the restoring force on the uniform mode, but in mean field it does not enter the fluctuation of a single cell.

## (h) Where the mean-field fluctuation fails

**Replace the single frequency in $\sigma$ by the modes of a simple cubic lattice with scalar nearest-neighbour coupling. Find the thermal part of $\langle u^2\rangle$ when the uniform mode is gapless.**

With $q_x,q_y,q_z$ in inverse lattice spacings (a wavevector here, not the charge), the coupling is

$$J_{\mathbf q}=\frac{J_0}3(\cos q_x+\cos q_y+\cos q_z)\simeq J_0\left(1-\frac{q^2}6\right).$$

The mode frequencies obey $m\omega_{\mathbf q}^2=K-J_{\mathbf q}$. At $K=J_0$ this gives $\omega_{\mathbf q}\simeq cq$ for small $q$, with $c^2=J_0/6m$. Each mode contributes a thermal part $n(\omega_{\mathbf q})/(m\omega_{\mathbf q})$. At low temperature only small $q$ matters, and with $x=cq/k_BT$

$$\langle u^2\rangle_{\rm th}=\frac1{2\pi^2m}\int_0^\infty\frac{q^2\,dq}{cq\,(e^{cq/k_BT}-1)}
=\frac{(k_BT)^2}{2\pi^2mc^3}\int_0^\infty\frac{x\,dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{k\ge1}e^{-kx}$ turns the last integral into $\sum_k k^{-2}=\pi^2/6$. Hence

$$\langle u^2\rangle_{\rm th}=\frac{(k_BT)^2}{12mc^3}.\tag{12}$$

If $J_0$ is tuned so that $K=J_0$ at $T=0$, then to lowest order in $b$ the inverse susceptibility rises as $3b\langle u^2\rangle_{\rm th}\propto T^2$. Barrett's formula at its own critical point, $T_0=T_1/2$, gives $e^{-T_1/T}$ instead. It assigns every fluctuation the energy $k_BT_1$ and misses the cheap long-wavelength ones. A full lattice sum confirms (12) within 1% at $k_BT=0.015$ and $0.03\sqrt{J_0/m}$ (1.9 and 3.8 K for the values of part (g)), and this doubling of $T$ multiplies the thermal part by 4.01. The sum exceeds (12) by 6% at 15 K and by 20% at 32 K. If the gap opened by heating is fed back into $\langle u^2\rangle$ self-consistently, the exponent stays close to 2, but for $b=0.001$ the coefficient of $T^2$ in the inverse susceptibility drops by about 18%.

The zero-point part changes too. On the gapless lattice it is 1.115 times that of a single cell with the same stiffness. With the parameters of part (g), where $K\simeq a$, the extra stiffness would be roughly

$$3b\times0.115\,\sigma=0.003\times0.115\times0.03125\simeq1.1\times10^{-5}\ \text{Ha/bohr}^2,$$

more than half of $K-J_0$ itself. For short-range coupling, then, the mean-field plateau can be substantially wrong even when the anharmonicity of each cell is weak. Solving the Gaussian closure with the lattice modes gives $K-J_0=2.83\times10^{-5}$ instead of $1.81\times10^{-5}$ Ha/bohr$^2$ at $T=0$, which lowers the plateau from 6957 to about 4440.

## Table of computed values

```
mass m = 40000 electron masses
stiffness a = 0.006400 Ha/bohr^2
quartic constant b = 0.001000 Ha/bohr^4
coupling J0 = 0.006475 Ha/bohr^2
charge q = 2.0 e; volume v = 400 bohr^3
background permittivity = 5.0 (dimensionless)
Boltzmann constant = 3.166812e-06 Ha/K
single-cell energy hbar*Omega0 = 4.000000e-04 Ha
single-cell energy, converted = 10.885 meV
zero-point <u^2> = 0.031250 bohr^2
3b<u^2>/a at T=0 = 0.01465 (dimensionless)
T1 = 126.310 K; T1/2 = 63.155 K
T0 = 50.524 K; Curie constant C = 84653.8 K
Barrett K-J0 at T=0 = 1.875000e-05 Ha/bohr^2
exact-cell K-J0 at T=0 = 1.778623e-05 Ha/bohr^2
Barrett plateau permittivity = 6707.1
soft-mode energy, pole = 0.5738 meV
soft-mode energy, static estimate = 0.5738 meV
soft-mode energy / kB = 6.659 K
permittivity: T [K], Barrett, Gaussian, exact cell
    5     6707.1     6957.1     7070.2
   20     6587.8     6836.3     6947.7
   50     3590.7     3728.1     3795.0
  100     1361.0     1417.7     1449.8
  200      547.4      579.7      598.4
  300      338.4      364.9      379.7
error ratio on halving b at 5, 50, 150, 300 K:
  3.9941, 3.9901, 3.9726, 3.9466
larger coupling J0 = 0.006520 Ha/bohr^2
its T0 = 80.838 K
its Tc: Barrett 60.230 K, exact cell 62.708 K
Gaussian low-T test: b = 0.020 Ha/bohr^4, g = 0.20692
  frozen amplitude = 3.339568e-03 Ha/bohr^2
  self-consistent amplitude = 3.026312e-03 Ha/bohr^2
low-T law: b [Ha/bohr^4], gap/kB [K], then amplitudes
  exact cell and first order [Ha/bohr^2]
  0.001  127.222  1.814342e-04  1.875000e-04
  0.200  204.537  1.144984e-02  3.750000e-02
gapless lattice/single-cell zero-point <u^2> = 1.11536
lattice thermal <u^2> ratio, T doubled = 4.0081
```
